**Bound states of an orbital coupled to a semi-infinite chain**

An orbital at the band centre, coupled by $-V$ to the end of a chain with hopping $-t$, has bound states outside the band $|E|\le2t$ if and only if $V^2>2t^2$; their energies are $\pm V^2/\sqrt{V^2-t^2}$. The program diagonalizes finite chains and asserts the number of outside levels on both sides of the threshold, together with the energies, orbital weights, decay ratio and near-threshold law. It also compares the formula for the orbital's density of states with summed weights in energy windows. Generalized diagonalization tests the lower-state threshold when the orbital has an energy offset and overlaps the end site. A real-space cluster tests the surface Green function of a simple cubic half-space. For $t=1.5$ eV the output gives a critical coupling of 2.12 eV, and for $V=3.0$ eV bound levels at $\pm3.46$ eV with one third of each on the orbital. With offset, overlap and bond stretch acting together, the lower bound state disappears; for the cubic half-space of equal band width the critical coupling is 2.67 eV.

## Program and output

```python
# Result under test: an orbital at the band centre, coupled by -V to the end
# of a semi-infinite chain with hopping -t, has bound states outside the band
# |E| <= 2t if and only if V^2 > 2 t^2; then E = +-V^2/sqrt(V^2 - t^2).
# Symbols: t, V hopping and coupling (eV); v = V^2/t^2; lam = ratio of
# successive chain amplitudes; Z = weight of one bound state on the orbital;
# eps = orbital offset (eV); S = overlap of the orbital with the end site.
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse.linalg import cg

t = 1.5
V_strong = 3.0
V_weak = 1.0
spacing_nm = 0.30
half_width = 2 * t
V_critical = np.sqrt(2) * t


def diagonalize(V, sites=1500):
    hops = np.full(sites, -t)
    hops[0] = -V
    return eigh_tridiagonal(np.zeros(sites + 1), hops)


def bound_energy(V):
    return V**2 / np.sqrt(V**2 - t**2)


def bound_weight(V):
    return (V**2 - 2 * t**2) / (2 * (V**2 - t**2))


def band_density(E, V):
    v = V**2 / t**2
    root = np.sqrt(max(4 * t**2 - E**2, 0.0))
    return v * root / (2 * np.pi * (v**2 * t**2 - (v - 1) * E**2))


# Threshold: count the levels outside the band on either side of it.
for factor, expected in [(0.3, 0), (0.8, 0), (0.99, 0), (1.01, 2), (1.5, 2)]:
    levels, _ = diagonalize(factor * V_critical)
    assert np.sum(np.abs(levels) > half_width + 1e-10) == expected

# Energies, orbital weight and decay of the bound states.
for V in (1.6 * t, V_strong, 3.5 * t):
    levels, states = diagonalize(V)
    assert abs(levels[0] + bound_energy(V)) < 1e-9
    assert abs(levels[-1] - bound_energy(V)) < 1e-9
    assert abs(states[0, 0]**2 - bound_weight(V)) < 1e-8
    ratio = states[4, 0] / states[3, 0]
    assert abs(ratio - t / np.sqrt(V**2 - t**2)) < 1e-7

# Quadratic departure from the edge; next order is relatively about 2 percent.
V_near = np.sqrt(2.02) * t
near_levels, _ = diagonalize(V_near)
near_gap = near_levels[-1] - half_width
near_law = (V_near**2 - 2 * t**2)**2 / (4 * t**3)
assert abs(near_gap / near_law - 1) < 0.03

# Band density against summed orbital weights in energy windows.
# The tolerance is about the weight of one discrete level of the finite chain.
for V in (V_weak, V_strong):
    levels, states = diagonalize(V)
    weights = states[0]**2
    edges = np.array([0.0, 0.25, 0.6, 1.0, 1.5, 1.9]) * t
    for low, high in zip(edges[:-1], edges[1:]):
        summed = weights[(levels > low) & (levels < high)].sum()
        integral = quad(band_density, low, high, args=(V,))[0]
        assert abs(summed - integral) < 4e-3
    inside = weights[np.abs(levels) <= half_width].sum()
    total = quad(band_density, -half_width, half_width, args=(V,))[0]
    predicted = 1.0 if V**2 <= 2 * t**2 else t**2 / (V**2 - t**2)
    assert abs(inside - predicted) < 1e-7
    assert abs(total - predicted) < 1e-6


# Lower-state threshold with an orbital offset and an overlap.
def lower_threshold(eps, S):
    return np.sqrt(2 * t**2 + t * eps) + 2 * t * S


def count_below_band(V, eps, S, sites=400):
    H = np.diag(np.full(sites, -t), 1)
    H[0, 1] = -V
    H = H + H.T
    H[0, 0] = eps
    metric = np.eye(sites + 1)
    metric[0, 1] = metric[1, 0] = S
    levels = eigh(H, metric, eigvals_only=True)
    return int(np.sum(levels < -half_width - 1e-10))


offset = 1.0
repulsion = 2.0
overlap = 0.1
for eps, S in [(0, 0), (offset, 0), (0, overlap), (offset, overlap)]:
    limit = lower_threshold(eps, S)
    assert count_below_band(0.99 * limit, eps, S) == 0
    assert count_below_band(1.01 * limit, eps, S) == 1

stretch = 0.04
V_stretched = V_strong * (1 + stretch)**(-3)
combined_threshold = lower_threshold(offset, overlap)
combined_count = count_below_band(V_stretched, offset, overlap)
assert combined_count == int(V_stretched > combined_threshold)

# Simple cubic half-space of the same total width: hopping half_width/6.
# Surface Green function at the band edge, averaged over parallel momentum.
cubic_hop = half_width / 6
grid = 800
k = (np.arange(grid) + 0.5) * np.pi / grid
reduced = 6 - 2 * np.cos(k)[:, None] - 2 * np.cos(k)[None, :]
g_cubic = np.mean((reduced - np.sqrt(reduced**2 - 4)) / 2) / cubic_hop
V_cubic = np.sqrt(half_width / g_cubic)


def path(n):
    return sparse.diags([np.ones(n - 1), np.ones(n - 1)], [-1, 1])


# Independent value from a finite cluster in real space.
nx, nz = 41, 20
ix, iz = sparse.identity(nx), sparse.identity(nz)
links = (sparse.kron(sparse.kron(path(nx), ix), iz)
         + sparse.kron(sparse.kron(ix, path(nx)), iz)
         + sparse.kron(sparse.kron(ix, ix), path(nz)))
size = nx * nx * nz
operator = (6 * sparse.identity(size) - links).tocsr()
centre = ((nx // 2) * nx + nx // 2) * nz
source = np.zeros(size)
source[centre] = 1.0
solution, status = cg(operator, source)
assert status == 0
g_cluster = solution[centre] / cubic_hop
assert abs(g_cluster / g_cubic - 1) < 2e-3

# Numbers for the worked example.
lam = t / np.sqrt(V_strong**2 - t**2)
Z = bound_weight(V_strong)
E_bound = bound_energy(V_strong)
end_weight = Z * (V_strong * lam / t)**2
decay_nm = spacing_nm / (2 * np.log(1 / lam))
peak = band_density(0.0, V_weak)
half_point = brentq(lambda E: band_density(E, V_weak) - peak / 2,
                    0.0, half_width)
temperature = 358.0
kT = constants.k * temperature / constants.e

print(f"hopping t = {t:.2f} eV")
print(f"band edges = -{half_width:.2f} and +{half_width:.2f} eV")
print(f"site spacing = {spacing_nm:.2f} nm")
print(f"critical coupling = {V_critical:.3f} eV")
print(f"strong coupling V = {V_strong:.2f} eV")
print(f"strong coupling V^2/t^2 = {V_strong**2/t**2:.3f} (no unit)")
print(f"bound energies = -{E_bound:.4f} and +{E_bound:.4f} eV")
print(f"distance of bound level from edge = {E_bound-half_width:.4f} eV")
print(f"amplitude ratio |lambda| = {lam:.4f} (no unit)")
print(f"orbital weight per bound state = {Z:.4f} (no unit)")
print(f"end-site weight per bound state = {end_weight:.4f} (no unit)")
print(f"orbital weight left in band = {1-2*Z:.4f} (no unit)")
print(f"density decay length = {decay_nm:.3f} nm")
print(f"near-threshold V^2/t^2 = {V_near**2/t**2:.3f} (no unit)")
print(f"near-threshold gap, diagonalized = {near_gap*1000:.4f} meV")
print(f"near-threshold gap, leading law = {near_law*1000:.4f} meV")
print(f"weak coupling V = {V_weak:.2f} eV")
print(f"weak coupling V^2/t^2 = {V_weak**2/t**2:.4f} (no unit)")
print(f"weak-contact density at band centre = {peak:.4f} per eV")
print(f"weak-contact full width at half height = {2*half_point:.3f} eV")
print(f"wide-band estimate of that width = {2*V_weak**2/t:.3f} eV")
print(f"assumed screened repulsion U = {repulsion:.2f} eV")
print(f"largest mean-field shift U/2 = {repulsion/2:.2f} eV")
print(f"assumed orbital offset = {offset:.2f} eV")
print(f"lower threshold with offset = {lower_threshold(offset,0):.3f} eV")
print(f"assumed overlap = {overlap:.2f} (no unit)")
print(f"lower threshold with overlap = {lower_threshold(0,overlap):.3f} eV")
print(f"assumed bond stretch = {100*stretch:.1f} percent")
print(f"strong coupling after stretch = {V_stretched:.3f} eV")
print(f"threshold, offset and overlap = {combined_threshold:.3f} eV")
print(f"lower bound states, all three effects = {combined_count} (count)")
print(f"temperature of use = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.4f} eV")
print(f"cubic half-space hopping = {cubic_hop:.3f} eV")
print(f"cubic edge Green function, momentum = {g_cubic:.4f} per eV")
print(f"cubic edge Green function, cluster = {g_cluster:.4f} per eV")
print(f"critical coupling, cubic half-space = {V_cubic:.3f} eV")
print("all tests passed")
```

Running it gives:

```
hopping t = 1.50 eV
band edges = -3.00 and +3.00 eV
site spacing = 0.30 nm
critical coupling = 2.121 eV
strong coupling V = 3.00 eV
strong coupling V^2/t^2 = 4.000 (no unit)
bound energies = -3.4641 and +3.4641 eV
distance of bound level from edge = 0.4641 eV
amplitude ratio |lambda| = 0.5774 (no unit)
orbital weight per bound state = 0.3333 (no unit)
end-site weight per bound state = 0.4444 (no unit)
orbital weight left in band = 0.3333 (no unit)
density decay length = 0.273 nm
near-threshold V^2/t^2 = 2.020 (no unit)
near-threshold gap, diagonalized = 0.1471 meV
near-threshold gap, leading law = 0.1500 meV
weak coupling V = 1.00 eV
weak coupling V^2/t^2 = 0.4444 (no unit)
weak-contact density at band centre = 0.4775 per eV
weak-contact full width at half height = 1.713 eV
wide-band estimate of that width = 1.333 eV
assumed screened repulsion U = 2.00 eV
largest mean-field shift U/2 = 1.00 eV
assumed orbital offset = 1.00 eV
lower threshold with offset = 2.449 eV
assumed overlap = 0.10 (no unit)
lower threshold with overlap = 2.421 eV
assumed bond stretch = 4.0 percent
strong coupling after stretch = 2.667 eV
threshold, offset and overlap = 2.749 eV
lower bound states, all three effects = 0 (count)
temperature of use = 358 K
thermal energy kT = 0.0309 eV
cubic half-space hopping = 0.500 eV
cubic edge Green function, momentum = 0.4197 per eV
cubic edge Green function, cluster = 0.4197 per eV
critical coupling, cubic half-space = 2.674 eV
all tests passed
```
